# Critical supercell sizes for Pekar polaron localisation, and the Mott comparison: verification in Python

```python
# Polaron equations on an N^3 k-grid (parabolic band m, Froehlich vertex, q=0 dropped), atomic units:
#   E = T - W, W = (1/2) sum_{q!=0} v_q |rho_q|^2, v_q = 4 pi/(kappa V q^2), eps = T - 2W.
# Pekar units: a = kappa/m, E0 = m/kappa^2.  L = V^(1/3); t, w = T, W of a unit-volume cell.
# Under test: uniform state unstable for L > Ls = pi^3 (sc cell); polaron is the ground state
# for L > Lc = min t/w; localised branch ends at a fold Lf < Lc; L dE/dL = eps - 3E;
# E = Einf + aM/(2L) - 2 pi <r^2>/(3 L^3), eps = 3 Einf + aM/L at large L (aM: Madelung).
import numpy as np
from scipy.fft import rfftn, irfftn, fftn
from scipy.optimize import minimize, minimize_scalar, brentq
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
HA = pc['Hartree energy in eV'][0]; BOHR = pc['Bohr radius'][0]*1e10; pi = np.pi
SC = np.eye(3); FCC = 4**(1/3)/2*np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]])

class Cell:
    def __init__(s, N, L, m=1.0, kappa=1.0, shape=SC):
        s.sh = (N, N, N); B = 2*pi*np.linalg.inv(L*shape).T
        f = np.fft.fftfreq(N, 1/N)
        n = np.stack(np.meshgrid(f, f, np.fft.rfftfreq(N, 1/N), indexing='ij'), -1)
        s.G2 = ((n@B)**2).sum(-1); s.ek = s.G2/(2*m); s.E0 = m/kappa**2; s.a = kappa/m
        s.vq = np.where(s.G2 > 0, 4*pi/(kappa*L**3*np.maximum(s.G2, 1e-30)), 0.0)
    def mul(s, k, f): return irfftn(k*rfftn(f), s=s.sh)
    def seed(s, w):
        p = irfftn(np.exp(-s.G2*w*w/2), s=s.sh); return p/np.sqrt(np.mean(p*p))
    def parts(s, p):  # p normalised to mean(p^2)=1
        Tp = s.mul(s.ek, p); Up = -s.mul(s.vq, p*p)*p
        return np.mean(p*Tp), -0.5*np.mean(p*Up), Tp, Up
    def descend(s, p=None, nit=6000, tol=1e-8):  # preconditioned steepest descent
        p = s.seed(3.8*s.a) if p is None else p/np.sqrt(np.mean(p*p))
        P = 1/(s.ek + 0.15*s.E0)
        for _ in range(nit):
            T, W, Tp, Up = s.parts(p); r = Tp + Up - (T - 2*W)*p
            if np.sqrt(np.mean(r*r)) < tol*s.E0: break
            p = p - s.mul(P, r); p /= np.sqrt(np.mean(p*p))
        else:
            assert tol == 0
        return T - W, T - 2*W, p

def minimise(c, f, p0):  # minimise f(t,w) -> (value, df/dt, df/dw) on the unit sphere
    S = 1/np.sqrt(1 + c.ek/20)
    def fun(u):
        ph = c.mul(S, u.reshape(c.sh)); nr = np.sqrt(np.mean(ph*ph)); p = ph/nr
        t, w, Tp, Up = c.parts(p); v, ft, fw = f(t, w)
        g = 2*ft*Tp - 2*fw*Up; g = (g - p*np.mean(g*p))/nr
        return v*p.size, c.mul(S, g).ravel()
    u = minimize(fun, c.mul(1/S, p0).ravel(), jac=True, method='L-BFGS-B',
                 options=dict(maxiter=400, ftol=1e-15, gtol=1e-9, maxcor=20)).x
    p = c.mul(S, u.reshape(c.sh)); p /= np.sqrt(np.mean(p*p))
    return c.parts(p)[0], c.parts(p)[1], p
ratio = lambda t, w: (t/w, 1/w, -t/w**2)

# explicit A_k, B_q matrix equations against the FFT solution
N, L = 7, 28.0
E, eps, p = Cell(N, L).descend(tol=1e-10); assert np.mean(p**4) > 2
A = fftn(np.roll(p, (1, 2, 0), (0, 1, 2))).ravel()/N**1.5
I = np.indices((N, N, N)).reshape(3, -1).T; J = (I[:, None] + I[None]) % N
idx = (J[..., 0]*N + J[..., 1])*N + J[..., 2]
k2 = ((2*pi/L*((I + N//2) % N - N//2))**2).sum(1)
for om in (0.01, 0.3):
    g = np.zeros(N**3); g[1:] = np.sqrt(2*pi*om/((L/N)**3*k2[1:]))
    Bq = g/om*np.mean(np.conj(A[idx])*A[:, None], 0)
    H = np.zeros((N**3, N**3), complex)
    H[np.arange(N**3)[:, None], idx] = -2/N**3*(Bq*g)[None]
    H += np.diag(k2/2); assert np.abs(H - H.conj().T).max() < 1e-12
    ev, U = np.linalg.eigh(H)
    assert abs(ev[0] - eps) < 1e-8 and abs(abs(np.vdot(U[:, 0], A))**2/N**3 - 1) < 1e-8
    assert abs(np.mean(k2/2*abs(A)**2) - om*np.mean(abs(Bq)**2) - E) < 1e-10

# spinodal: lowest eigenvalue of the finite-difference Hessian at the uniform state
def hess_min(L, shape):
    c = Cell(5, L, shape=shape); h = 1e-4; H = np.zeros((125, 125))
    def grad(ph):
        nr = np.sqrt(np.mean(ph*ph)); q = ph.reshape(c.sh)/nr; T, W, Tp, Up = c.parts(q)
        return (2*(Tp + Up - (T - 2*W)*q)/nr).ravel()
    for i in range(125):
        d = np.zeros(125); d[i] = h; H[i] = (grad(1 + d) - grad(1 - d))/(2*h)
    return np.linalg.eigvalsh((H + H.T)/2 + 1/125)[0]
G2 = (2*pi/28)**2
assert abs(hess_min(28.0, SC) - 2*(G2/2 - 8*pi/(28**3*G2))) < 1e-7
Ls = brentq(hess_min, 25, 40, args=(SC,), xtol=1e-7); assert abs(Ls - pi**3) < 1e-4
Ls_f = brentq(hess_min, 35, 55, args=(FCC,), xtol=1e-7)
assert abs(Ls_f - 9*pi**3/4**(4/3)) < 1e-4

# Lc, fold, dE/dL
c1 = Cell(16, 1.0); tc, wc, psc = minimise(c1, ratio, c1.seed(0.15)); Lc = tc/wc
c2 = Cell(20, 1.0); t2, w2, _ = minimise(c2, ratio, c2.seed(0.15)); assert abs(t2/w2 - Lc) < 1e-3
rng = np.random.default_rng(1); Lrand = []
for _ in range(2):
    x = c1.mul(np.exp(-c1.G2*0.01), rng.standard_normal(c1.sh))
    tr, wr, _p = minimise(c1, ratio, np.exp(0.7*x/x.std())); Lrand.append(tr/wr)
assert min(Lrand) > Lc - 1e-3
Lofs = lambda s: s/minimise(c1, lambda t, w: (t*t/(2*s) - w, t/s, -1.0), psc)[0]
fo = minimize_scalar(Lofs, bounds=(200, 700), method='bounded', options=dict(xatol=1.0))
Lf = fo.fun; assert 210 < fo.x < 690 and Lf < Lc < Ls
Ea, _, pa = Cell(16, Lf + 0.2).descend(psc, tol=1e-7); Eb, _, pb = Cell(16, Lf - 0.2).descend(psc, tol=1e-7)
assert np.mean(pa**4) > 2 and Ea > 0 and np.mean(pb**4) < 1 + 1e-6 and abs(Eb) < 1e-10
Lroot = brentq(lambda L: Cell(16, L).descend(psc, tol=1e-7)[0], (Lf + Lc)/2, Lc + 1, xtol=1e-7)
assert abs(Lroot - Lc) < 1e-4
_, epsc, _ = Cell(16, Lc).descend(psc); assert abs(epsc + tc/Lc**2) < 1e-5
E27, e27, p27 = Cell(16, 27.0).descend()
dE = (Cell(16, 27.05).descend(p27)[0] - Cell(16, 26.95).descend(p27)[0])/0.1
assert abs(dE - (e27 - 3*E27)/27) < 1e-6
cf = Cell(21, 1.0, shape=FCC); tf, wf, _ = minimise(cf, ratio, cf.seed(0.15)); Lc_f = tf/wf
assert abs(Lc_f/Lc - 1) < 0.05 and Ls_f/Ls > 1.3

# isolated Pekar polaron (radial finite differences, Richardson) and Ewald Madelung constants
def radial(h):
    r = h*np.arange(1, int(round(45/h))); u = r*np.exp(-r*r/28); u /= np.sqrt(h*u@u); old = 1
    pot = lambda u: -h*(np.cumsum(u*u)/r + np.cumsum((u*u/r)[::-1])[::-1] - u*u/r)
    for _ in range(500):
        V = pot(u); e, v = eigh_tridiagonal(1/h**2 + V, np.full(len(r) - 1, -0.5/h**2),
                                            select='i', select_range=(0, 0))
        u = v[:, 0]/np.sqrt(h)
        if abs(e[0] - old) < 1e-11: break
        old = e[0]
    T = e[0] - h*V@(u*u)
    return np.array([T + 0.5*h*pot(u)@(u*u), e[0], T, h*(r*r)@(u*u)])
Einf, epsinf, Tinf, r2 = (4*radial(0.04) - radial(0.08))/3
assert abs(Tinf + Einf) < 1e-6 and abs(epsinf - 3*Einf) < 1e-6
def madelung(eta, shape):
    n = np.indices((17, 17, 17)).reshape(3, -1).T - 8; n = n[np.any(n != 0, 1)]
    R = np.linalg.norm(n@shape, axis=1); G = ((n@(2*pi*np.linalg.inv(shape).T))**2).sum(1)
    return -((erfc(eta*R)/R).sum() + (4*pi/G*np.exp(-G/(4*eta**2))).sum() - 2*eta/pi**.5 - pi/eta**2)
aM, aMf = madelung(2.0, SC), madelung(2.0, FCC)
assert abs(aM - madelung(2.6, SC)) < 1e-9 and abs(aMf - madelung(2.6, FCC)) < 1e-9
Eas = lambda L: Einf + aM/(2*L) - 2*pi*r2/(3*L**3)
L2 = -aM/(2*Einf); L3 = brentq(Eas, 20, 30); assert abs(L3/Lc - 1) < 0.03 and L2 > L3
Eh = lambda r: 1/(2*r*r) - quad(lambda k: (1 + k*k*r*r/4)**-4, 0, np.inf)[0]/pi
rh = minimize_scalar(Eh, bounds=(1, 8), method='bounded', options=dict(xatol=1e-8)).x
assert abs(rh - 16/5) < 1e-4
mott = brentq(lambda x: 4*(3*pi*pi)**(1/3)*x/pi - 1, 0.01, 1)
assert abs(mott - pi/4/(3*pi*pi)**(1/3)) < 1e-9

print(f"Pekar units: Einf={Einf:.6f} eps_inf={epsinf:.6f} <r2>={r2:.4f} r_rms={r2**.5:.4f}")
print(f"Madelung constant per V^(-1/3): sc {aM:.6f}, fcc {aMf:.6f}")
print(f"sc: Lf={Lf:.3f} a (s={fo.x:.0f}, t={fo.x/Lf:.2f})")
print(f"sc: Lc=min t/w={Lc:.4f} a (t={tc:.3f}, w={wc:.4f}); root of E(L)={Lroot:.4f} a")
print(f"sc: Lc on 20^3 grid={t2/w2:.4f} a; random starts {Lrand[0]:.4f}, {Lrand[1]:.4f} a")
print(f"sc: Ls(Hessian)={Ls:.4f} a, pi^3={pi**3:.4f}")
print(f"at Lc: eps={epsc:.5f} E0, participation <psi^4>={np.mean(psc**4):.2f}")
print(f"L=Lf+0.2: E={Ea:.6f} E0, <psi^4>={np.mean(pa**4):.2f}; L=Lf-0.2: <psi^4>={np.mean(pb**4):.4f}")
print(f"L=27 a: dE/dL={dE:.7f}, (eps-3E)/L={(e27-3*E27)/27:.7f} E0/a")
print(f"Lc estimates: two-term {L2:.3f} a, three-term {L3:.3f} a")
print(f"fcc cell: Vc^(1/3)={Lc_f:.3f} a, spinodal V^(1/3)={Ls_f:.3f} a")
print(f"hydrogenic radius={rh:.4f} a, trial energy={Eh(rh):.6f} E0")
for nm, Lx in (('Lf', Lf), ('Lc', Lc), ('Ls', Ls)):
    print(f"n^(1/3) r at {nm}: r=a {1/Lx:.4f}, r=hydrogenic {rh/Lx:.4f}, r=rms {r2**.5/Lx:.4f}")
print(f"Thomas-Fermi Mott estimate n^(1/3) a={mott:.4f}")

# worked example with round model parameters
m, einf, e0, a0A, omeV = 0.5, 2.0, 10.0, 4.0, 0.020
kap = 1/(1/einf - 1/e0); a = kap/m; E0 = m/kap**2; a0 = a0A/BOHR
print(f"model: m={m}, eps_inf={einf}, eps_0={e0}, a0={a0A} A, hw={omeV} eV")
print(f"kappa={kap:.3f}, alpha={np.sqrt(m/(2*omeV/HA))/kap:.3f}, a={a*BOHR:.4f} A, E0={E0*HA:.4f} eV, a0/a={a0/a:.4f}")
print(f"Einf={Einf*E0*HA:.4f} eV, eps_inf={epsinf*E0*HA:.4f} eV, r_rms={r2**.5*a*BOHR:.2f} A, r_hyd={rh*a*BOHR:.2f} A")
loc, stab = [], []
for N in (14, 15, 16, 17, 18, 20, 21, 24, 32):
    E, eps, p = Cell(N, N*a0, m, kap).descend(tol=1e-7 if N < 32 else 1e-8)
    P4 = np.mean(p**4); x = N*a0/a
    assert (P4 > 1.5) == (x > Lf) and (E < -1e-9) == (x > Lc)
    if P4 > 1.5: loc.append(N)
    if E < -1e-9: stab.append(N)
    print(f"N={N} L={N*a0A:.0f} A L/a={x:.2f} E={E*HA:+.5f} eV eps={eps*HA:+.5f} eV <psi^4>={P4:.2f}")
remE, remeps = E/E0 - Eas(x), eps/E0 - 3*Einf - aM/x
assert abs(remE) < 1e-5 and abs(remeps) < 5e-5  # remainders are O(L^-6)
print(f"N=32: Madelung term {aM/(2*x)*E0*HA:.5f} eV, L^-3 term {-2*pi*r2/(3*x**3)*E0*HA:.5f} eV")
print(f"N=32: remainder E {remE*E0*HA:.1e} eV, remainder eps {remeps*E0*HA:.1e} eV")
Ns = int(np.ceil(Ls*a/a0))
assert loc[0] == np.ceil(Lf*a/a0) and stab[0] == np.ceil(Lc*a/a0)
for N in (Ns - 1, Ns):
    cs = np.cos(2*pi*np.arange(N)/N)
    p0 = 1 + 1e-3*(cs[:, None, None] + cs[None, :, None] + cs[None, None, :])
    gr = Cell(N, N*a0, m, kap).descend(p0, nit=200, tol=0)[2].std()/p0.std()
    assert (gr > 1) == (N == Ns)
    print(f"N={N}: ripple on uniform state multiplied by {gr:.3f} in 200 steps")
print(f"first grids: localised N={loc[0]}, ground state N={stab[0]}, uniform unstable N={Ns}")
print(f"Lf={Lf*a*BOHR:.2f} A, Lc={Lc*a*BOHR:.2f} A, Ls={Ls*a*BOHR:.2f} A")
print(f"eps jump at Lc={epsc*E0*HA:.4f} eV")
nc = (Lc*a*BOHR)**-3
print(f"n_c={nc:.3e} A^-3 = {nc*1e24:.3e} cm^-3")
print("PASS")
```

Running it gives:

```
Pekar units: Einf=-0.054256 eps_inf=-0.162769 <r2>=21.4852 r_rms=4.6352
Madelung constant per V^(-1/3): sc 2.837297, fcc 2.888282
sc: Lf=23.253 a (s=340, t=14.63)
sc: Lc=min t/w=24.4640 a (t=24.676, w=1.0087); root of E(L)=24.4640 a
sc: Lc on 20^3 grid=24.4640 a; random starts 24.4640, 24.4640 a
sc: Ls(Hessian)=31.0063 a, pi^3=31.0063
at Lc: eps=-0.04123 E0, participation <psi^4>=13.73
L=Lf+0.2: E=0.001641 E0, <psi^4>=9.29; L=Lf-0.2: <psi^4>=1.0000
L=27 a: dE/dL=-0.0016061, (eps-3E)/L=-0.0016061 E0/a
Lc estimates: two-term 26.147 a, three-term 24.798 a
fcc cell: Vc^(1/3)=25.137 a, spinodal V^(1/3)=43.949 a
hydrogenic radius=3.2000 a, trial energy=-0.048828 E0
n^(1/3) r at Lf: r=a 0.0430, r=hydrogenic 0.1376, r=rms 0.1993
n^(1/3) r at Lc: r=a 0.0409, r=hydrogenic 0.1308, r=rms 0.1895
n^(1/3) r at Ls: r=a 0.0323, r=hydrogenic 0.1032, r=rms 0.1495
Thomas-Fermi Mott estimate n^(1/3) a=0.2539
model: m=0.5, eps_inf=2.0, eps_0=10.0, a0=4.0 A, hw=0.02 eV
kappa=2.500, alpha=7.377, a=2.6459 A, E0=2.1769 eV, a0/a=1.5118
Einf=-0.1181 eV, eps_inf=-0.3543 eV, r_rms=12.26 A, r_hyd=8.47 A
N=14 L=56 A L/a=21.16 E=+0.00000 eV eps=-0.00000 eV <psi^4>=1.00
N=15 L=60 A L/a=22.68 E=+0.00000 eV eps=-0.00000 eV <psi^4>=1.00
N=16 L=64 A L/a=24.19 E=+0.00101 eV eps=-0.08470 eV <psi^4>=12.70
N=17 L=68 A L/a=25.70 E=-0.00455 eV eps=-0.10763 eV <psi^4>=17.95
N=18 L=72 A L/a=27.21 E=-0.00995 eV eps=-0.12412 eV <psi^4>=22.94
N=20 L=80 A L/a=30.24 E=-0.01969 eV eps=-0.14906 eV <psi^4>=33.71
N=21 L=84 A L/a=31.75 E=-0.02401 eV eps=-0.15920 eV <psi^4>=39.76
N=24 L=96 A L/a=36.28 E=-0.03509 eV eps=-0.18394 eV <psi^4>=61.31
N=32 L=128 A L/a=48.38 E=-0.05515 eV eps=-0.22664 eV <psi^4>=150.10
N=32: Madelung term 0.06384 eV, L^-3 term -0.00087 eV
N=32: remainder E -6.9e-06 eV, remainder eps 2.1e-05 eV
N=20: ripple on uniform state multiplied by 0.534 in 200 steps
N=21: ripple on uniform state multiplied by 1.736 in 200 steps
first grids: localised N=16, ground state N=17, uniform unstable N=21
Lf=61.53 A, Lc=64.73 A, Ls=82.04 A
eps jump at Lc=-0.0898 eV
n_c=3.687e-06 A^-3 = 3.687e+18 cm^-3
PASS
```
